\section*{One-way thermal velocity of nondegenerate carriers at a transistor barrier, part 1}

(Sections cited here and not found follow in the second part.)

\section{The average over forward-moving carriers}

Q: The current in a very short transistor is said to be the charge at the top of the source barrier times a thermal velocity. I doubt that such a velocity exists. In thermal equilibrium as many carriers move left as right, so their mean velocity is zero. What is being averaged?

A: Only part of the population. Let $x$ point from source to drain, and consider the place where the potential energy of the carriers is highest. Carriers there with $v_x>0$ came from the source. Carriers with $v_x<0$ came from the drain, provided that nothing scatters them in the channel. The two groups are filled from different contacts, so it makes sense to give each its own mean velocity. The quantity we want is the mean of $v_x$ over the carriers that are present at the barrier top and have $v_x>0$. I call it $v_T$. In equilibrium the other group has mean velocity $-v_T$ and the same density, and the total mean is zero, as you say.

Q: To average I need a distribution. Even if the source is thermal, its carriers must climb the barrier. The slow ones never arrive and the fast ones arrive slowed down. Why should the survivors at the top still have a thermal distribution at the source temperature?

A: Because the two effects compensate, and this can be followed carrier by carrier. Let the barrier height be $U_b$, measured from the band edge in the source, and let the potential depend on $x$ alone, so that the transverse velocity does not change. Let $m$ be the effective mass, $k$ the Boltzmann constant and $T$ the temperature. In the source, the density of carriers per unit interval of forward velocity $v_s$ is taken to be the Maxwellian
\begin{equation}
g_s(v_s)=C\,e^{-mv_s^2/2kT},
\end{equation}
where $C$ is a constant. A carrier that reaches the top has velocity $v$ there, with
\begin{equation}
\tfrac12 mv^2=\tfrac12 mv_s^2-U_b .
\label{eq:energy}
\end{equation}
Differentiating at fixed $U_b$ gives $v\,dv=v_s\,dv_s$. In a steady state without scattering, the carriers that leave the source per second in the interval $dv_s$ pass the top per second in the corresponding interval $dv$. The number per second is density times velocity, so
\begin{equation}
v\,g(v)\,dv=v_s\,g_s(v_s)\,dv_s .
\end{equation}
The factors $v\,dv$ and $v_s\,dv_s$ are equal and cancel. What remains is $g(v)=g_s(v_s)$, and inserting $v_s^2$ from Eq.~\eqref{eq:energy} gives
\begin{equation}
g(v)=C\,e^{-U_b/kT}\,e^{-mv^2/2kT},\qquad v>0 .
\label{eq:top}
\end{equation}
The barrier reduces the number of carriers by the factor $e^{-U_b/kT}$ and leaves the shape of the forward half unchanged. The argument is classical. It leaves out tunnelling through the barrier and quantum reflection above it, and it needs a potential that varies slowly on the scale of the carrier wavelength.

Q: Electrons obey Fermi statistics. By what right do you use an exponential at all?

A: By a restriction on the density. The occupation of a state of energy $E$ is
\begin{equation}
f=\frac{1}{1+e^{(E-E_F)/kT}},
\end{equation}
where $E_F$ is the Fermi level of the contact that fills the state. Replace it by $f_M=e^{-(E-E_F)/kT}$. Since $1/f=1+1/f_M$, we have $f_M/f=f_M+1$, and hence
\begin{equation}
\frac{f_M-f}{f}=f_M=e^{(E_F-E)/kT}.
\end{equation}
This is the error of the exponential relative to the true occupation. It is largest at the lowest available energy, the band edge $E_c$ at the barrier top, where it equals $e^{(E_F-E_c)/kT}$. If $E_F$ lies several $kT$ below $E_c$, the error is small for every state. That is the nondegenerate regime, and I assume it until we ask what happens outside it.

Q: The occupation refers to quantum states, whereas you integrate over velocities. There might be more states at some velocities than at others.

A: For a parabolic band there are not. Let $\mathbf{k}$ be the wavevector and
\begin{equation}
E=E_c+\frac{\hbar^2|\mathbf{k}|^2}{2m}.
\end{equation}
The states are spread uniformly in $\mathbf{k}$. The velocity of a carrier is the group velocity,
\begin{equation}
v_x=\frac1\hbar\frac{\partial E}{\partial k_x}=\frac{\hbar k_x}{m},
\end{equation}
and likewise for the other components. Velocity is proportional to wavevector with one constant factor, so the states are spread uniformly in velocity too. In a nonparabolic band the proportionality fails, and the average has to be worked out again.

Q: Carriers also move sideways. A carrier that crosses the channel at a steep angle has a small $v_x$. Surely the answer depends on whether the carriers live in a wire, a layer or a bulk crystal.

A: For a parabolic band in the nondegenerate regime it does not. Take a layer, with velocity components $v_x$ and $v_y$. The kinetic energy is a sum, so the exponential is a product, and the average is
\begin{equation}
v_T=\frac{\displaystyle\int_{-\infty}^{\infty}\!dv_y\,e^{-mv_y^2/2kT}\int_0^\infty\! dv_x\,v_x\,e^{-mv_x^2/2kT}}
{\displaystyle\int_{-\infty}^{\infty}\!dv_y\,e^{-mv_y^2/2kT}\int_0^\infty\! dv_x\,e^{-mv_x^2/2kT}} .
\end{equation}
The constant $e^{(E_F-E_c)/kT}$ has already been cancelled, and the $v_y$ integral cancels as well. In a bulk crystal there is a further factor for $v_z$, which cancels in the same way, and in a wire there is no transverse factor to begin with. Your steep carriers are included: they are the ones with small $v_x$, and the distribution of $v_x$ counts them. In all three cases
\begin{equation}
v_T=\frac{A}{B},\qquad
A=\int_0^\infty v\,e^{-mv^2/2kT}dv,\qquad
B=\int_0^\infty e^{-mv^2/2kT}dv .
\label{eq:AB}
\end{equation}

Q: Then do the numerator, without quoting a table of integrals.

A: Let $w=mv^2/2kT$, the kinetic energy in units of $kT$. Then $dw=(mv/kT)\,dv$, or $v\,dv=(kT/m)\,dw$. The limits $v=0$ and $v=\infty$ become $w=0$ and $w=\infty$, so
\begin{equation}
A=\frac{kT}{m}\int_0^\infty e^{-w}dw=\frac{kT}{m}\Bigl[-e^{-w}\Bigr]_0^\infty=\frac{kT}{m}.
\label{eq:A}
\end{equation}

Q: That worked because the factor $v$ was there to complete $dw$. The denominator has no such factor.

A: The missing factor can be supplied by squaring the integral. First remove the units with $v=s\sqrt{2kT/m}$, which gives
\begin{equation}
B=\sqrt{\frac{2kT}{m}}\;I,\qquad I=\int_0^\infty e^{-s^2}ds .
\end{equation}
Write $I^2$ as a double integral over $s$ and $t$. Both variables are positive, so the region is one quarter of the plane. In polar coordinates $s^2+t^2=r^2$, the area element is $r\,dr\,d\phi$, and $\phi$ runs from $0$ to $\pi/2$:
\begin{align}
I^2&=\int_0^\infty\!\!\int_0^\infty e^{-(s^2+t^2)}ds\,dt
=\int_0^{\pi/2}\!d\phi\int_0^\infty e^{-r^2}r\,dr\\
&=\frac{\pi}{2}\Bigl[-\tfrac12e^{-r^2}\Bigr]_0^\infty=\frac{\pi}{4}.
\end{align}
The integrand of $I$ is positive, so $I=+\sqrt\pi/2$, and
\begin{equation}
B=\sqrt{\frac{2kT}{m}}\,\frac{\sqrt\pi}{2}=\sqrt{\frac{\pi kT}{2m}} .
\label{eq:B}
\end{equation}

Q: Now the quotient, with the factors of two in view.

A: Dividing by $B$ means multiplying by the inverse root. Bringing $kT/m$ under the root as its square gives
\begin{equation}
v_T=\frac{kT}{m}\sqrt{\frac{2m}{\pi kT}}
=\sqrt{\frac{k^2T^2}{m^2}\,\frac{2m}{\pi kT}}
=\sqrt{\frac{2kT}{\pi m}} .
\label{eq:vT}
\end{equation}
The $\pi$ and the $2$ both come from the Gaussian normalization $B$. Energy divided by mass is a velocity squared, so the units are right. The velocity grows as $\sqrt T$ and falls as $1/\sqrt m$.

Q: How large is it for a carrier in a semiconductor?

A: Take round model parameters, a mass of $0.20$ free-electron masses and $T=300$~K. Then $m=1.82\times10^{-31}$~kg and $kT=4.14\times10^{-21}$~J, and
\begin{align}
A&=\frac{4.14\times10^{-21}}{1.82\times10^{-31}}=2.27\times10^{10}\ \mathrm{m^2/s^2},\\
B&=\sqrt{\tfrac{\pi}{2}\times2.27\times10^{10}}=1.89\times10^{5}\ \mathrm{m/s},\\
v_T&=\frac{2.27\times10^{10}}{1.89\times10^{5}}=1.20\times10^{5}\ \mathrm{m/s}.
\end{align}
Converted to centimetres per second, this is $1.20\times10^{7}$~cm/s. The wavelength of a carrier with this velocity is $2\pi\hbar/(mv_T)=30$~nm. If the barrier is not long compared with this, the classical argument for the distribution at its top is an approximation, and tunnelling and reflection have to be checked. For a smooth barrier $0.3$~eV high and these parameters, the quantum forward flux exceeds the classical one by less than ten per cent when the barrier is about $30$~nm wide at half height, and by a factor of two to three when it is about $9$~nm wide.

Q: Equipartition gives me something else. Each velocity component carries an energy $kT/2$, so $\tfrac12mv_x^2=\tfrac12kT$ and $v_x=\sqrt{kT/m}$. Why is that not the answer?

A: Because equipartition fixes the mean of the square. Integrate by parts, using $v\,e^{-mv^2/2kT}=-(kT/m)\,\dfrac{d}{dv}e^{-mv^2/2kT}$:
\begin{equation}
\int_0^\infty v^2e^{-mv^2/2kT}dv
=-\frac{kT}{m}\Bigl[v\,e^{-mv^2/2kT}\Bigr]_0^\infty+\frac{kT}{m}\,B
=\frac{kT}{m}\,B .
\label{eq:second}
\end{equation}
The bracket vanishes at both ends. Dividing by $B$ gives $\langle v_x^2\rangle=kT/m$ for the forward carriers, and by symmetry for all carriers. The root-mean-square value is therefore $\sqrt{kT/m}=1.51\times10^5$~m/s in the example. A current needs the mean of $v_x$ itself. The variance $\langle v_x^2\rangle-\langle v_x\rangle^2$ cannot be negative, so the mean cannot exceed the root-mean-square value. Here it is smaller by the factor $\sqrt{2/\pi}$.

Q: I have another candidate. Only half of the carriers move forward in equilibrium, so the forward flux should be the density times half of your velocity.

A: That is correct if density means the total density $n$. Let $n_+$ be the density of forward movers. The forward flux, the number crossing unit width per second in a layer or unit area per second in a crystal, is
\begin{equation}
J_+=n_+v_T=\frac n2\,v_T\qquad\text{(equilibrium, } n=2n_+).
\label{eq:flux}
\end{equation}
The factor $1/2$ belongs to the density. If it is moved into the velocity, it must not be used again in the density. I keep $v_T$ for the average normalized to forward movers.

Q: Kinetic theory of gases gives the flux on a wall as one quarter of the density times the mean speed. You have one half.

A: The mean speed is a different average. In three dimensions the velocities with magnitude between $v$ and $v+dv$ fill a shell of volume $4\pi v^2dv$. The mean magnitude is therefore
\begin{equation}
\langle|\mathbf v|\rangle=\frac{\int_0^\infty v^3e^{-mv^2/2kT}dv}{\int_0^\infty v^2e^{-mv^2/2kT}dv}.
\end{equation}
For the numerator use the variable $w$ again, with $v^2=2kTw/m$ and $v\,dv=(kT/m)dw$:
\begin{equation}
\int_0^\infty v^3e^{-mv^2/2kT}dv=2\Bigl(\frac{kT}{m}\Bigr)^2\int_0^\infty w\,e^{-w}dw=2\Bigl(\frac{kT}{m}\Bigr)^2 .
\end{equation}
The last integral is $1$, by one integration by parts. The denominator is Eq.~\eqref{eq:second}. Hence
\begin{equation}
\langle|\mathbf v|\rangle=\frac{2(kT/m)^2}{(kT/m)B}=\frac{2A}{B}=2v_T ,
\end{equation}
and $n\langle|\mathbf v|\rangle/4=nv_T/2$, which is Eq.~\eqref{eq:flux}. The two statements agree. In the example the mean speed is $2.41\times10^5$~m/s. The factor of two between it and $v_T$ is geometrical: a carrier of speed $v$ moving at angle $\theta$ to the $x$ axis has $v_x=v\cos\theta$, and over the forward hemisphere the mean of $\cos\theta$ is
\begin{equation}
\frac{\int_0^{\pi/2}\cos\theta\,\sin\theta\,d\theta}{\int_0^{\pi/2}\sin\theta\,d\theta}=\frac{1/2}{1}=\frac12 .
\end{equation}

\section{Current, drain bias and the limit of low density}

For nondegenerate carriers in a parabolic band, the mean velocity of the forward carriers present at the barrier top is $v_T=\sqrt{2kT/\pi m}$, whether they live in a wire, a layer or a bulk crystal. What remains is to find the current under drain bias, the effect of carriers that scatter back, and the change in the forward velocity when Fermi statistics matter.
